# Monolayer Shift of the Ground Level in a 10 nm Quantum Well: a numerical check

```python
# Result under test: the ground level E1 = hbar^2 pi^2 / (2 m L^2) of a
# hard-wall well shifts by about -2 E1 d/L when its width L changes by d.
# For m = 0.067 m0, L = 10 nm, d = 0.283 nm the size is about 3 meV.
# Also sized: finite barrier V with mass mb, nonparabolic band with gap Eg,
# heavy-hole shift, limited lateral extent of the wider region, and kT.
# Internal units: eV and nm; masses in units of the free-electron mass m0.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import eigsh

KINETIC = const.hbar**2 / (2 * const.m_e) / const.e * 1e18  # hbar^2/2m0, eV nm^2
KB = const.k / const.e                                      # eV/K

mass = 0.067
width = 10.0
monolayer = 0.283
barrier = 0.25
barrier_mass = 0.092
gap = 1.42
hole_mass = 0.35


def hard_wall_level(L, m):
    return KINETIC * np.pi**2 / (m * L**2)


def lowest_tridiagonal(diagonal, off_diagonal):
    return eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


def hard_wall_numeric(L, m, h=0.001):
    """Finite differences on a spacing that does not scale with L."""
    interior = int(round(L / h)) - 1
    t = KINETIC / (m * h**2)
    return lowest_tridiagonal(np.full(interior, 2 * t),
                              np.full(interior - 1, -t))


def finite_well_level(L, V, m, mb):
    """Ground level from the matching condition k L/2 = arctan(u)."""
    def mismatch(E):
        k = np.sqrt(m * E / KINETIC)
        kappa = np.sqrt(mb * (V - E) / KINETIC)
        return k * L / 2 - np.arctan2(m * kappa, mb * k)
    return brentq(mismatch, V * 1e-12, V, xtol=1e-15, rtol=1e-13)


def finite_well_numeric(L, V, m, mb, cells=400, outer=600):
    """Diagonalization with position-dependent mass; interfaces on nodes."""
    h = L / cells
    inverse_mass = np.concatenate([np.full(outer, 1 / mb),
                                   np.full(cells, 1 / m),
                                   np.full(outer, 1 / mb)])
    potential = np.full(2 * outer + cells + 1, V)
    potential[outer:outer + cells + 1] = 0.0
    potential[outer] = potential[outer + cells] = V / 2
    t = KINETIC * inverse_mass / h**2
    return lowest_tridiagonal(t[:-1] + t[1:] + potential[1:-1], -t[1:-1])


def nonparabolic_level(L, m, Eg):
    parabolic = hard_wall_level(L, m)
    return Eg * (np.sqrt(1 + 4 * parabolic / Eg) - 1) / 2


# Hard-wall level and its shifts
E1 = hard_wall_level(width, mass)
ratio = monolayer / width
linear = -2 * E1 * ratio
wider = hard_wall_level(width + monolayer, mass) - E1
narrower = hard_wall_level(width - monolayer, mass) - E1
numeric = [hard_wall_numeric(width + s * monolayer, mass) for s in (-1, 0, 1)]
assert abs(numeric[1] / E1 - 1) < 1e-5
assert abs((numeric[2] - numeric[1]) / wider - 1) < 1e-4
assert abs((numeric[0] - numeric[1]) / narrower - 1) < 1e-4
# the linear estimate misses terms of relative order 1.5*d/L
assert abs((numeric[2] - numeric[1]) / linear - 1) < 2 * ratio
asymmetry = (numeric[0] + numeric[2]) / 2 - numeric[1]
quadratic = 3 * ratio**2 * E1
assert abs(asymmetry / quadratic - 1) < 0.01
assert round(abs(numeric[2] - numeric[1]) * 1e3) == 3
assert round(abs(numeric[0] - numeric[1]) * 1e3) == 3

# Finite barrier
E_fin = finite_well_level(width, barrier, mass, barrier_mass)
fin_wider = finite_well_level(width + monolayer, barrier, mass,
                              barrier_mass) - E_fin
fin_narrower = finite_well_level(width - monolayer, barrier, mass,
                                 barrier_mass) - E_fin
k_in = np.sqrt(mass * E_fin / KINETIC)
kappa_out = np.sqrt(barrier_mass * (barrier - E_fin) / KINETIC)
u = mass * kappa_out / (barrier_mass * k_in)
extra_length = 2 / k_in * u / (1 + u**2) * barrier / (barrier - E_fin)
fin_slope = -2 * E_fin / (width + extra_length)


def barrier_numeric(L):
    return finite_well_numeric(L, barrier, mass, barrier_mass)


fin_num = barrier_numeric(width)
assert abs(fin_num / E_fin - 1) < 5e-4
assert abs((barrier_numeric(width + monolayer) - fin_num) / fin_wider - 1) < 2e-3
slope_num = (barrier_numeric(width + 0.1) - barrier_numeric(width - 0.1)) / 0.2
assert abs(slope_num / fin_slope - 1) < 2e-3
assert abs(fin_wider) < abs(wider)

# Nonparabolic band: compare with the two-band matrix at k = pi/L
E_np = nonparabolic_level(width, mass, gap)
np_wider = nonparabolic_level(width + monolayer, mass, gap) - E_np
two_band = []
for L in (width, width + monolayer):
    coupling = np.sqrt(KINETIC * gap / mass) * np.pi / L
    two_band.append(np.linalg.eigvalsh([[0, coupling], [coupling, -gap]])[1])
assert abs(two_band[0] / E_np - 1) < 1e-10
assert abs((two_band[1] - two_band[0]) / np_wider - 1) < 1e-8

# Heavy hole in the same hard-wall well
hole_wider = (hard_wall_level(width + monolayer, hole_mass)
              - hard_wall_level(width, hole_mass))
hole_numeric = (hard_wall_numeric(width + monolayer, hole_mass)
                - hard_wall_numeric(width, hole_mass))
assert abs(hole_numeric / hole_wider - 1) < 1e-4

# Lateral extent: two-dimensional well with a strip one monolayer wider
hz, hx, layers, columns, strip = monolayer, 1.0, 35, 300, 40
tz, tx = KINETIC / (mass * hz**2), KINETIC / (mass * hx**2)
first = (columns - strip) // 2
index = {}
for ix in range(columns):
    inside = first <= ix < first + strip
    for iz in range(layers if inside else layers - 1):
        index[(ix, iz)] = len(index)
rows, cols, values = [], [], []
for (ix, iz), i in index.items():
    rows.append(i)
    cols.append(i)
    values.append(2 * tz + 2 * tx)
    for neighbour, t in (((ix + 1, iz), tx), ((ix, iz + 1), tz)):
        if neighbour in index:
            j = index[neighbour]
            rows += [i, j]
            cols += [j, i]
            values += [-t, -t]
H2 = coo_matrix((values, (rows, cols)), shape=(len(index),) * 2).tocsc()
thin = lowest_tridiagonal(np.full(layers - 1, 2 * tz), np.full(layers - 2, -tz))
thick = lowest_tridiagonal(np.full(layers, 2 * tz), np.full(layers - 1, -tz))
ground_2d = eigsh(H2, k=1, sigma=thick, v0=np.ones(len(index)),
                  return_eigenvectors=False)[0]
step_depth = thin - thick
fraction_2d = (thin - ground_2d) / step_depth
fraction_1d = 1 - finite_well_level(strip * hx, step_depth, mass, mass) / step_depth
# the one-dimensional picture neglects mode mixing at the abrupt steps
assert abs(fraction_2d - fraction_1d) < 0.02

lateral_length = np.sqrt(KINETIC / (mass * abs(wider)))

print(f"effective mass: {mass:.3f} m0")
print(f"well width: {width:.1f} nm; monolayer: {monolayer:.3f} nm")
print(f"hbar^2/(2 m0): {KINETIC:.6f} eV nm^2")
print(f"relative width change d/L: {ratio:.4f}")
print(f"hard-wall ground level E1: {E1*1e3:.3f} meV")
print(f"slope dE1/dL: {-2*E1/width*1e3:.3f} meV/nm")
print(f"linear estimate, wider well: {linear*1e3:.3f} meV")
print(f"full shift, one monolayer wider: {wider*1e3:.3f} meV")
print(f"full shift, one monolayer narrower: {narrower*1e3:.3f} meV")
print(f"same shifts by diagonalization: {(numeric[2]-numeric[1])*1e3:.3f}, "
      f"{(numeric[0]-numeric[1])*1e3:.3f} meV")
print(f"quadratic term 3 (d/L)^2 E1: {quadratic*1e3:.3f} meV")
print(f"mean of the two shifts, diagonalization: {asymmetry*1e3:.3f} meV")
print(f"linear estimate as temperature: {abs(linear)/KB:.1f} K")
print(f"barrier: {barrier:.2f} eV; barrier mass: {barrier_mass:.3f} m0")
print(f"finite-barrier level: {E_fin*1e3:.3f} meV")
print(f"finite-barrier level by diagonalization: {fin_num*1e3:.3f} meV")
print(f"inside wavenumber k: {k_in:.4f} 1/nm")
print(f"outside decay constant kappa: {kappa_out:.4f} 1/nm")
print(f"matching ratio u: {u:.4f}")
print(f"penetration length 1/kappa: {1/kappa_out:.3f} nm")
print(f"extra length Lambda: {extra_length:.3f} nm")
print(f"finite-barrier slope: {fin_slope*1e3:.3f} meV/nm")
print(f"finite-barrier linear estimate, wider: {fin_slope*monolayer*1e3:.3f} meV")
print(f"finite-barrier shift, wider: {fin_wider*1e3:.3f} meV")
print(f"finite-barrier shift, narrower: {fin_narrower*1e3:.3f} meV")
print(f"finite/hard-wall shift ratio, wider: {fin_wider/wider:.3f}")
for V in (0.20, 0.30):
    change = (finite_well_level(width + monolayer, V, mass, barrier_mass)
              - finite_well_level(width, V, mass, barrier_mass))
    print(f"shift for barrier {V:.2f} eV, wider: {change*1e3:.3f} meV")
print(f"gap for two-band model: {gap:.2f} eV")
print(f"nonparabolic hard-wall level: {E_np*1e3:.3f} meV")
print(f"nonparabolic hard-wall shift, wider: {np_wider*1e3:.3f} meV")
print(f"nonparabolic change of shift size: {(np_wider/wider-1)*100:.1f} %")
print(f"heavy-hole mass: {hole_mass:.2f} m0")
print(f"heavy-hole confinement shift, wider: {hole_wider*1e3:.3f} meV")
print(f"electron plus hole shift, hard walls: {(wider+hole_wider)*1e3:.3f} meV")
print(f"lateral length hbar/sqrt(2 m |shift|): {lateral_length:.1f} nm")
for D in (10, 30, 100, 300):
    part = 1 - finite_well_level(D, abs(wider), mass, mass) / abs(wider)
    print(f"fraction of shift reached, strip {D} nm: {part:.3f}")
print(f"2D test, strip {strip} nm: fraction {fraction_2d:.3f} (2D), "
      f"{fraction_1d:.3f} (1D)")
for T in (4, 77, 300):
    print(f"thermal energy kT at {T} K: {KB*T*1e3:.2f} meV")
print("checks complete")
```

It prints:

```
effective mass: 0.067 m0
well width: 10.0 nm; monolayer: 0.283 nm
hbar^2/(2 m0): 0.038100 eV nm^2
relative width change d/L: 0.0283
hard-wall ground level E1: 56.124 meV
slope dE1/dL: -11.225 meV/nm
linear estimate, wider well: -3.177 meV
full shift, one monolayer wider: -3.047 meV
full shift, one monolayer narrower: 3.317 meV
same shifts by diagonalization: -3.047, 3.317 meV
quadratic term 3 (d/L)^2 E1: 0.135 meV
mean of the two shifts, diagonalization: 0.135 meV
linear estimate as temperature: 36.9 K
barrier: 0.25 eV; barrier mass: 0.092 m0
finite-barrier level: 30.539 meV
finite-barrier level by diagonalization: 30.539 meV
inside wavenumber k: 0.2317 1/nm
outside decay constant kappa: 0.7280 1/nm
matching ratio u: 2.2877
penetration length 1/kappa: 1.374 nm
extra length Lambda: 3.608 nm
finite-barrier slope: -4.488 meV/nm
finite-barrier linear estimate, wider: -1.270 meV
finite-barrier shift, wider: -1.232 meV
finite-barrier shift, narrower: 1.311 meV
finite/hard-wall shift ratio, wider: 0.404
shift for barrier 0.20 eV, wider: -1.123 meV
shift for barrier 0.30 eV, wider: -1.321 meV
gap for two-band model: 1.42 eV
nonparabolic hard-wall level: 54.065 meV
nonparabolic hard-wall shift, wider: -2.836 meV
nonparabolic change of shift size: -6.9 %
heavy-hole mass: 0.35 m0
heavy-hole confinement shift, wider: -0.583 meV
electron plus hole shift, hard walls: -3.630 meV
lateral length hbar/sqrt(2 m |shift|): 13.7 nm
fraction of shift reached, strip 10 nm: 0.114
fraction of shift reached, strip 30 nm: 0.495
fraction of shift reached, strip 100 nm: 0.887
fraction of shift reached, strip 300 nm: 0.983
2D test, strip 40 nm: fraction 0.619 (2D), 0.624 (1D)
thermal energy kT at 4 K: 0.34 meV
thermal energy kT at 77 K: 6.64 meV
thermal energy kT at 300 K: 25.85 meV
checks complete
```
